# Screening a random Schottky-barrier map beneath a fixed depletion edge

## A uniform change of barrier

Let a metal cover the plane \(z=0\) of an n-type semiconductor that fills \(z>0\), with uniform donor density \(N\) and permittivity \(\varepsilon\). Raise the barrier everywhere by the same small energy \(\beta\). How much does the conduction-band edge rise at depth \(z\)?

Energies here are electron energies measured from the Fermi level, at zero bias. The barrier is \(\bar\Phi\), the band edge in the neutral bulk is \(\zeta\), and the band bending at the metal is \(V_b=\bar\Phi-\zeta\). In the depletion approximation there are no carriers for \(0<z<W\), so the charge density is \(+eN\), and the semiconductor is neutral beyond \(W\). An electron has energy \(V=-e\varphi\) in the potential \(\varphi\). Since \(\varphi''=-eN/\varepsilon\),

\[
V''=c,\qquad c=\frac{e^2N}{\varepsilon}.
\]

At the edge \(V\) vanishes, and so does \(V'\), because there is neither a field in the bulk nor a charge sheet at the edge. Hence

\[
V_0(z)=\frac c2(W-z)^2,\qquad V_0(0)=V_b\;\Rightarrow\; W^2=\frac{2V_b}{c}.
\]

Differentiating \(W^2=2V_b/c\) gives \(dW/dV_b=1/(cW)\), so that

\[
\frac{\partial V_0}{\partial V_b}=c(W-z)\frac{dW}{dV_b}=1-\frac zW .
\]

The rise is \(\beta(1-z/W)\): all of \(\beta\) at the metal and nothing at the edge.

Now consider a scheme that suggests itself for a barrier varying along the interface. The donors are fixed, so the change of potential obeys Laplace's equation. A ripple of lateral wavenumber \(G\) then decays as \(e^{-Gz}\), and one Fourier transform of the map gives the potential at any depth. For the uniform change \(G=0\), this scheme predicts a rise \(\beta\) at every depth, including the neutral bulk.

The donors are indeed fixed, but the edge of the carrier distribution is not. When the barrier rises, carriers withdraw and uncover more donors. The factor \(e^{-Gz}\) belongs to a frozen charge distribution.

## Repairing one mode is not enough

One could treat the mean separately, with \(1-z/W\), and keep \(e^{-Gz}\) for all other modes. But as \(G\to0\) the second rule tends to 1, not to \(1-z/W\). A ripple much longer than \(W\) looks uniform over any region comparable with the depletion width, so its response must join the uniform one smoothly. The edge has to enter the equation of every mode.

Write the barrier map as \(\Phi(\mathbf r)=\bar\Phi+b(\mathbf r)\), where \(\mathbf r=(x,y)\) and \(b\) is periodic with zero mean. The metal side is described by the imposed condition \(E_c(\mathbf r,0)=\Phi(\mathbf r)\). Let the edge lie at \(z=W+\eta(\mathbf r)\) and let the bending be \(V=V_0+u\). Inside the depleted region \(\nabla^2V=c\), and therefore \(\nabla^2u=0\).

At the displaced edge both \(V\) and its normal derivative vanish. Since \(V=0\) along the whole edge, the tangential derivatives vanish too, and in particular \(\partial V/\partial z=0\). Continue the parabola to the displaced edge and expand, with \(u\) and \(\eta\) both of first order in \(b\):

\[
0=V(W+\eta)=\frac c2\eta^2+u(W)+\eta\,u'(W)+\dots,
\]
\[
0=\frac{\partial V}{\partial z}(W+\eta)=c\eta+u'(W)+\eta\,u''(W)+\dots
\]

The first-order terms give

\[
u(\mathbf r,W)=0,\qquad \eta(\mathbf r)=-\frac{u'(\mathbf r,W)}{c}.
\]

The potential can thus be computed with the edge held flat at \(W\), provided that the perturbation is set to zero there. This works because the unperturbed field vanishes at \(W\): moving the edge by \(\eta\) changes the parabola there only by \(c\eta^2/2\).

Holding the position of the edge fixed in this way does not freeze its charge. The slope of \(u\) jumps from \(u'(W)=-c\eta\) to zero across the plane, which corresponds to a sheet of charge \(eN\eta\) per area. These are the donors uncovered by the displacement, and they do the screening.

## The transfer of a lateral mode

Expand the map as \(b(\mathbf r)=\sum_{\mathbf G}b_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}\), with \(G=|\mathbf G|\). Laplace's equation becomes \(u_{\mathbf G}''=G^2u_{\mathbf G}\), whose general solution is

\[
u_{\mathbf G}(z)=A\sinh[G(W-z)]+B\cosh[G(W-z)].
\]

The condition at \(W\) gives \(B=0\), and \(u_{\mathbf G}(0)=b_{\mathbf G}\) gives \(A=b_{\mathbf G}/\sinh(GW)\). So \(u_{\mathbf G}=b_{\mathbf G}T_G\), with

\[
T_G(z)=\frac{\sinh[G(W-z)]}{\sinh(GW)},\qquad 0\le z\le W,
\]

and \(u=0\) for \(z>W\). For \(GW\ll1\), use \(\sinh x\simeq x(1+x^2/6)\) and \((W-z)^2-W^2=-z(2W-z)\):

\[
T_G(z)\simeq\left(1-\frac zW\right)\left[1-\frac{G^2z(2W-z)}6\right].
\]

This joins the uniform case smoothly. To compare with the frozen-charge factor, take the growing exponential out of each hyperbolic sine, \(\sinh x=\tfrac12e^x(1-e^{-2x})\):

\[
T_G(z)=e^{-Gz}\,\frac{1-e^{-2G(W-z)}}{1-e^{-2GW}} .
\]

The fraction is the screening by the edge. It is close to one when \(G(W-z)\gg1\), that is, when the depth \(z\) is still many decay lengths \(1/G\) short of the edge. Close enough to the edge the condition fails for any given \(G\). The same form is the one to program: it has no growing exponential and cannot overflow at large \(GW\). At small \(G\) the differences \(1-e^{-x}\) should be evaluated by a routine that avoids cancellation, and at \(G=0\) one uses \(1-z/W\).

The slope at the edge is \(u_{\mathbf G}'(W)=-b_{\mathbf G}G/\sinh(GW)\). With \(c=2V_b/W^2\), the displacement is

\[
\eta_{\mathbf G}=\frac{b_{\mathbf G}G}{c\sinh(GW)}=\frac{W^2G}{2V_b\sinh(GW)}\,b_{\mathbf G}.
\]

Short waves hardly move the edge. For \(G\to0\) the result becomes \(b_0/(cW)\), in agreement with \(dW/dV_b\).

The nonlinear problem shows what the linearization does to a single cosine. In the depletion approximation one seeks \(V\ge0\) with \(c-\nabla^2V\ge0\), one of the two being zero at each point; the second quantity is proportional to the carrier density. I solved this on a finite-difference grid, updating the set of neutral points until it no longer changed. For \(GW=2\) and a ripple of amplitude \(0.20\,V_b\), the first cosine harmonic at \(z=W/2\) is 0.324 of the amplitude at the metal, and \(T_G=\sinh1/\sinh2\) is also 0.324. The edge moves with amplitude \(0.055\,W\), as the formula gives. This agreement does not measure the second-order error. Reversing the sign of the ripple is the same as shifting it by half a period, so the first harmonic is odd in the amplitude and its first correction is of third order. Second-order terms go into the mean and the second harmonic.

## The algorithm

1. Take the mean \(\bar\Phi\) of the map, and from it \(V_b=\bar\Phi-\zeta\) and \(W=\sqrt{2V_b/c}\). Subtract the mean to obtain \(b\). The mean now acts through \(W\) and must not be added again as a mode.
2. On an \(n\times n\) grid, compute \(b_{\mathbf G}=n^{-2}\sum_j b(\mathbf r_j)e^{-i\mathbf G\cdot\mathbf r_j}\) with one fast Fourier transform.
3. For each required depth \(z\le W\), multiply by \(T_G(z)\), transform back and add the parabola:

\[
E_c(\mathbf r,z)=\zeta+V_b\left(1-\frac zW\right)^2+\sum_{\mathbf G}b_{\mathbf G}T_G(z)e^{i\mathbf G\cdot\mathbf r}.
\]

4. For \(z>W\), set \(E_c=\zeta\).

The depths are independent of one another, so no grid in \(z\) has to be solved. Afterwards \(\eta\) follows from one more inverse transform and shows whether the linear step was justified. With \(d=W-z\), the linear solution near the edge is \(u\simeq-u'(W)d=c\eta d\), and the bending is \(cd^2/2+c\eta d\). Where \(\eta<0\), this has a minimum at \(d=-\eta\) of value

\[
-\frac{c\eta^2}2=-V_b\left(\frac\eta W\right)^2 .
\]

The true bending is not negative, so this dip is an error of the linear solution. The method requires \(|\eta|\ll W\) and \(G|\eta|\ll1\) for the modes that reach the edge.

## A random map

The parameters are round and represent no particular material: relative permittivity 12, \(N=10^{17}\ \mathrm{cm^{-3}}\), \(\bar\Phi=0.70\) eV, \(\zeta=0.10\) eV and temperature 300 K, so \(kT=0.02585\) eV. Electronvolts and nanometres suit a depletion layer better than atomic units. Then \(c=1.508\times10^{-4}\ \mathrm{eV/nm^2}\), and

\[
W=\sqrt{\frac{2(0.60)}{1.508\times10^{-4}}}\ \mathrm{nm}=89.2\ \mathrm{nm},
\]

or about 1690 bohr.

The map fills a periodic square of side 400 nm with \(128\times128\) points. Gaussian white noise is transformed and multiplied by \(e^{-G^2\xi^2/4}\), with \(\xi=10\) nm. Its power spectrum is then proportional to \(e^{-G^2\xi^2/2}\), whose transform is the correlation \(e^{-r^2/2\xi^2}\). The mean is removed and the map scaled to a standard deviation \(\sigma=0.08\) eV. In the realization used, the barrier runs from 0.427 to 0.977 eV at the grid points. Interpolated on a threefold finer grid, the same map reaches 0.424 and 0.978 eV; the lowest column maximum found below then drops by about 1 meV, and the effective barriers do not change.

The standard deviation of the potential falls with depth as follows.

| \(z/W\) | with \(T_G\) (meV) | with \(e^{-Gz}\) (meV) |
|---|---|---|
| 0 | 80.0 | 80.0 |
| 0.10 | 33.6 | 33.7 |
| 0.25 | 15.5 | 15.8 |
| 0.50 | 6.56 | 7.27 |
| 0.75 | 2.69 | 4.09 |

Relative to the screened value, the frozen-charge result is 11 % too large at half depth and 52 % too large at three quarters. Near the metal the two nearly agree, as the condition \(G(W-z)\gg1\) suggests for a map made mostly of short waves.

## Where the top of the barrier lies

A low patch at the metal is surrounded by higher barriers, whose influence closes over it with depth. Since \(T_G'(0)=-G\coth(GW)\), the slope of the band edge at the metal is

\[
\left.\frac{\partial E_c}{\partial z}\right|_{0}=-\frac{2V_b}W-\sum_{\mathbf G}b_{\mathbf G}\,G\coth(GW)\,e^{i\mathbf G\cdot\mathbf r}.
\]

Where this is positive, the band edge rises on entering the semiconductor and its maximum lies inside: the patch is pinched off. Here the mean slope is \(-2(0.60)/89.2=-0.0135\) eV/nm, and the map adds a standard deviation of 0.0113 eV/nm. The slope is positive over 11.2 % of the area. A search for the maximum on depths 0.5 nm apart finds it inside for 10.3 %. Since a rising slope guarantees an interior maximum, the search has missed some that lie too close to the metal for its spacing.

Under the lowest spot of the map the band edge runs as follows.

| \(z\) (nm) | 0 | 5 | 10 | 20 | 40 |
|---|---|---|---|---|---|
| \(E_c\) (eV) | 0.427 | 0.510 | 0.507 | 0.437 | 0.277 |

The maximum, 0.514 eV, lies about 7 nm deep. At 20 nm the mean profile alone would give \(0.10+0.60(1-20/89.2)^2=0.461\) eV. Of the initial deviation of \(-273\) meV, then, \(-24\) meV remains.

At the depth of this maximum the edge matters little. For the longest wave in the cell, 400 nm, \(2G(W-z)=2.58\) and \(2GW=2.80\), and the screening fraction is \((1-e^{-2.58})/(1-e^{-2.80})=0.98\). The correct transfer is needed for the potential deeper down, and for maps dominated by long waves, with \(GW\) of order one or less.

Let \(B(\mathbf r)\) be the maximum of \(E_c\) along the column below \(\mathbf r\). An electron that moves straight through must pass this height. A path that bends sideways may find a lower pass, so \(B\) is an upper bound on the lowest pass from that column. The lowest \(B\) on the map is 0.511 eV, slightly below the 0.514 eV under the lowest spot. It therefore belongs to another column, and the barrier at the metal does not by itself rank the columns.

If each column emits thermionically and independently, with the same prefactor, the map acts like a uniform barrier

\[
\Phi_{\rm eff}=-kT\ln\left\langle e^{-B/kT}\right\rangle ,
\]

where the brackets denote an average over the area. This gives 0.621 eV. Putting \(\Phi(\mathbf r)\) in place of \(B\) gives 0.600 eV, and a current larger by \(e^{0.0207/0.02585}=2.2\) times. Both values belong to this one map. For a Gaussian distribution the weight \(e^{-b^2/2\sigma^2-b/kT}\) peaks at \(b=-\sigma^2/kT=-0.25\) eV, close to the lowest deviation present, \(-0.27\) eV. The raw average thus leans on rare spots. Over thirty other realizations with the same parameters it ran from 0.543 to 0.606 eV, the value from the column maxima from 0.601 to 0.617 eV, and the ratio of the currents from 1.5 to 9.8.

## How sharp is the edge?

The displacement of the edge has a standard deviation of 0.75 nm and a largest magnitude of 2.09 nm. The expected dip is \(0.60(2.09/89.2)^2\) eV, or 0.33 meV, and the computed bending does fall to \(-0.33\) meV. For this map the linearization error at the edge is small compared with \(kT\).

Temperature has a larger effect, because carriers thin out gradually. For a nondegenerate bulk the mean profile obeys \(V''=c(1-e^{-V/kT})\). Multiplying by \(V'\) and integrating from the bulk, where \(V=V'=0\), gives

\[
\frac{V'^2}2=c\left[V-kT\left(1-e^{-V/kT}\right)\right].
\]

Where \(V\gg kT\), the exponential can be dropped and \(V'=-\sqrt{2c(V-kT)}\). Then \(\sqrt{V-kT}\) has the constant slope \(-\sqrt{c/2}\), and

\[
V-kT=\frac c2(W_T-z)^2,\qquad W_T=\sqrt{\frac{2(V_b-kT)}c}=87.3\ \mathrm{nm}.
\]

Differentiation with respect to \(V_b\) now gives \(1-z/W_T\) for a uniform change. A ripple obeys the linearized equation

\[
u''=\left(G^2+\frac c{kT}e^{-V/kT}\right)u,
\]

in which the second term switches on over a few Debye lengths, \(\sqrt{kT/c}=13.1\) nm. Solving it by finite differences on the numerically integrated profile gives these transfers to the depth \(W/2\):

| Wavelength (nm) | thermal | edge at \(W\) | edge at \(W_T\) | \(e^{-Gz}\) |
|---|---|---|---|---|
| infinite | 0.489 | 0.500 | 0.489 | 1.000 |
| 400 | 0.390 | 0.398 | 0.392 | 0.496 |
| 200 | 0.229 | 0.232 | 0.230 | 0.246 |
| 100 | 0.0601 | 0.0604 | 0.0604 | 0.0607 |

At this depth the sharp edge at \(W\) errs by about 2 % of the thermal value for the two longest waves, and by less for the others. Using \(W_T\) removes most of that error for the two longest waves, about half at 200 nm and little at 100 nm. The frozen-charge factor is 27 % too large at 400 nm. At \(W\) itself, a sharp edge at either position gives no response. The thermal response does not vanish there. For a uniform change it is \(V'(z)/V'(0)\), because differentiating the equation of the mean profile shows that \(V'\) obeys the linearized equation with \(G=0\), and \(V'\) is not zero at \(W\).

The smooth donor charge is a further idealization. The mean donor spacing \(N^{-1/3}\) is 21.5 nm, larger than both \(\xi\) and the depth of the maximum discussed above. Individual donors would add potential fluctuations of their own, which this model omits. It also omits tunnelling, the change of the Fermi level under current, and the image force. The last is not small: with the same permittivity, it lowers a uniform barrier of 0.70 eV by \(\sqrt{e^2|V_0'(0)|/(4\pi\varepsilon)}\), or 40 meV. Pinched-off columns, whose maximum lies deeper, are lowered far less. Adding the image energy \(-e^2/(16\pi\varepsilon z)\) lowers the maximum under the lowest spot by about 4 meV and the effective barrier of the map by about 16 meV, comparable with the 21 meV between the two effective barriers found above. The computed barriers are those of the smooth electrostatic model, not predictions for a particular diode.
